# Quantum Capacitance of a Two-Dimensional Electron Gas Behind a 3 nm Dielectric: verification in Python

```python
"""Quantum capacitance of a two-dimensional electron gas (2DEG) facing a metal.

Result under test, for independent electrons at zero temperature:
    1/C = 1/C_g + 1/C_q,  C_g = eps0*k/d,  C_q = e^2*m/(pi*hbar^2),
    fractional loss (C_g - C)/C_g = 1/(1 + 4*d/(k*a0)).
C, C_g, C_q: total, geometric and quantum capacitance per area;
d, k: thickness and relative permittivity of the dielectric;
m: free-electron mass; a0: Bohr radius; spin degeneracy is 2.
Also tested: two 2DEG plates, finite temperature, and the exchange term
that the independent-electron result leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1, expit

e, m, hbar = const.e, const.m_e, const.hbar
eps0, kB = const.epsilon_0, const.k
a0 = const.physical_constants["Bohr radius"][0]
meV = 1e-3 * e

# Round model parameters
d, k, V = 3e-9, 2.5, 1.0

# Derived formulas
dos = m / (np.pi * hbar**2)
C_g = eps0 * k / d
C_q = e**2 * dos
C = 1 / (1 / C_g + 1 / C_q)
loss = 1 / (1 + 4 * d / (k * a0))
n = C * V / e
E_F = n / dos

# Plane-wave levels of a finite periodic square, sorted by energy
side = 4e-6
area = side**2
radius = 450
index = np.arange(-radius, radius + 1)
squares = (index[:, None]**2 + index[None, :]**2).ravel()
squares = np.sort(squares[squares <= radius**2])
levels = (hbar * 2 * np.pi / side)**2 / (2 * m) * squares

# Density of states from the level list (finite-size shell noise remains)
low, middle, high = 200000, 350000, 500000   # doubly filled levels
E_low, E_mid, E_high = (levels[p - 1] for p in (low, middle, high))
dn = 2 * (high - low) / area
dos_count = dn / (E_high - E_low)
assert abs(dos_count / dos - 1) < 3e-3

# One 2DEG plate: capacitance as charge change over voltage change
dV = e * dn / C_g + (E_high - E_low) / e
loss_count = 1 - e * dn / dV / C_g
assert abs(loss_count / loss - 1) < 3e-3

# Two 2DEG plates: electrons moved from one plate to the other
moved = 2 * (high - middle) / area
V_two = e * moved / C_g + (E_high - E_low) / e
loss_two_count = 1 - e * moved / V_two / C_g
loss_two = 1 / (1 + C_q / (2 * C_g))
assert abs(loss_two_count / loss_two - 1) < 3e-3

# Equilibrium charge by direct minimization of the total energy
electrons = 2.0 * np.arange(1, len(levels) + 1)
energy = (e**2 * electrons**2 / (2 * C_g * area)
          + 2 * np.cumsum(levels) - e * V * electrons)
best = int(np.argmin(energy))
assert 0 < best < len(levels) - 1
n_min = electrons[best] / area
loss_min = 1 - e * n_min / (C_g * V)
assert abs(loss_min / loss - 1) < 3e-3
assert abs(levels[best] / E_F - 1) < 3e-3


# Finite temperature: occupation integral in units of dos*kB*T
def occupation(eta):
    edge = max(eta, 0.0)
    total = quad(lambda x: expit(eta - x), edge, edge + 45,
                 epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    if edge > 0:
        total += quad(lambda x: expit(eta - x), 0, edge,
                      epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    return total


thermal = []
for T in (4.0, 77.0, 300.0):
    filling = n / (dos * kB * T)
    eta = brentq(lambda y: occupation(y) - filling, -20, 100, xtol=1e-12)
    step = 1e-3
    slope = (occupation(eta + step) - occupation(eta - step)) / (2 * step)
    factor = 1 - np.exp(-filling)
    assert abs(slope / factor - 1) < 1e-5
    thermal.append((T, factor, 1 / (1 + C_q * factor / C_g)))
assert thermal[0][2] < thermal[1][2] < thermal[2][2]

# Exchange at the Fermi circle: integral of 1/|k_F - q| over the Fermi disc,
# in units of k_F; t is the distance of q from the circle in the same units
disc = quad(lambda t: 4 * (1 - t) / (2 - t) * ellipkm1((t / (2 - t))**2),
            0, 1, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
assert abs(disc - 4) < 1e-7
coupling = e**2 / (2 * eps0 * k) / (4 * np.pi**2)


def mu_bare(density):
    k_F = np.sqrt(2 * np.pi * density)
    return density / dos - coupling * disc * k_F


def mu_gated(density):
    """Same, with the image charge in the metal plate at distance d."""
    k_F = np.sqrt(2 * np.pi * density)

    def ray(theta):
        chord = 2 * k_F * np.cos(theta)
        return chord + np.expm1(-2 * d * chord) / (2 * d)
    integral = quad(ray, -np.pi / 2, np.pi / 2, epsrel=1e-11)[0]
    return density / dos - coupling * integral


def stiffness(mu, density):
    """Inverse compressibility relative to that of independent electrons."""
    h = 1e-3 * density
    return dos * (mu(density + h) - mu(density - h)) / (2 * h)


a_star = k * a0
r_s = 1 / (a_star * np.sqrt(np.pi * n))
exchange_factor = 1 - np.sqrt(2) * r_s / np.pi
assert abs(stiffness(mu_bare, n) / exchange_factor - 1) < 1e-5
r_s_cancel = np.pi / np.sqrt(2)
n_cancel = 1 / (np.pi * (r_s_cancel * a_star)**2)
assert abs(stiffness(mu_bare, n_cancel)) < 1e-5
gated_factor = stiffness(mu_gated, n)
assert exchange_factor < gated_factor < 0

print(f"dielectric thickness d = {d*1e9:.1f} nm")
print(f"relative permittivity k = {k:.1f}")
print(f"voltage above threshold V = {V:.1f} V")
print(f"Bohr radius a0 = {a0*1e9:.6f} nm")
print(f"density of states D = {dos*e:.4e} 1/(eV m^2)")
print(f"geometric capacitance C_g = {C_g:.6f} F/m^2")
print(f"quantum capacitance C_q = {C_q:.5f} F/m^2")
print(f"total capacitance C = {C:.6f} F/m^2")
print(f"C_g, converted = {C_g*100:.4f} uF/cm^2")
print(f"C_q, converted = {C_q*100:.3f} uF/cm^2")
print(f"C, converted = {C*100:.4f} uF/cm^2")
print(f"ratio x = C_g/C_q = {C_g/C_q:.6f} (no unit)")
print(f"fractional loss, formula = {100*loss:.4f} percent")
print(f"fractional loss, level list = {100*loss_count:.4f} percent")
print(f"fractional loss, energy minimum = {100*loss_min:.4f} percent")
print(f"extra dielectric thickness k*a0/4 = {k*a0/4*1e9:.5f} nm")
print(f"electron density n = {n:.4e} 1/m^2")
print(f"electron density, energy minimum = {n_min:.4e} 1/m^2")
print(f"Fermi energy E_F = {E_F/meV:.3f} meV")
print(f"electrostatic part of voltage = {e*n/C_g*1e3:.3f} mV")
print(f"band-filling part of voltage = {E_F/e*1e3:.3f} mV")
print(f"loss, two 2DEG plates, formula = {100*loss_two:.4f} percent")
print(f"loss, two plates, level list = {100*loss_two_count:.4f} percent")
for T, factor, hot_loss in thermal:
    print(f"T = {T:.0f} K: kB*T = {kB*T/meV:.3f} meV")
    print(f"T = {T:.0f} K: C_q(T)/C_q(0) = {factor:.4f} (no unit)")
    print(f"T = {T:.0f} K: fractional loss = {100*hot_loss:.3f} percent")
print(f"effective Bohr radius k*a0 = {a_star*1e9:.5f} nm")
print(f"r_s at density n = {r_s:.2f} (no unit)")
print(f"exchange factor, no image = {exchange_factor:.2f} (no unit)")
print(f"exchange factor, with image = {gated_factor:.2f} (no unit)")
print(f"r_s where factor vanishes = {r_s_cancel:.3f} (no unit)")
print(f"density where factor vanishes = {n_cancel:.3e} 1/m^2")
print("all tests passed")
```

Running it gives:

```
dielectric thickness d = 3.0 nm
relative permittivity k = 2.5
voltage above threshold V = 1.0 V
Bohr radius a0 = 0.052918 nm
density of states D = 4.1773e+18 1/(eV m^2)
geometric capacitance C_g = 0.007378 F/m^2
quantum capacitance C_q = 0.66928 F/m^2
total capacitance C = 0.007298 F/m^2
C_g, converted = 0.7378 uF/cm^2
C_q, converted = 66.928 uF/cm^2
C, converted = 0.7298 uF/cm^2
ratio x = C_g/C_q = 0.011025 (no unit)
fractional loss, formula = 1.0904 percent
fractional loss, level list = 1.0906 percent
fractional loss, energy minimum = 1.0904 percent
extra dielectric thickness k*a0/4 = 0.03307 nm
electron density n = 4.5551e+16 1/m^2
electron density, energy minimum = 4.5551e+16 1/m^2
Fermi energy E_F = 10.904 meV
electrostatic part of voltage = 989.096 mV
band-filling part of voltage = 10.904 mV
loss, two 2DEG plates, formula = 2.1573 percent
loss, two plates, level list = 2.1576 percent
T = 4 K: kB*T = 0.345 meV
T = 4 K: C_q(T)/C_q(0) = 1.0000 (no unit)
T = 4 K: fractional loss = 1.090 percent
T = 77 K: kB*T = 6.635 meV
T = 77 K: C_q(T)/C_q(0) = 0.8067 (no unit)
T = 77 K: fractional loss = 1.348 percent
T = 300 K: kB*T = 25.852 meV
T = 300 K: C_q(T)/C_q(0) = 0.3441 (no unit)
T = 300 K: fractional loss = 3.104 percent
effective Bohr radius k*a0 = 0.13229 nm
r_s at density n = 19.98 (no unit)
exchange factor, no image = -8.00 (no unit)
exchange factor, with image = -7.75 (no unit)
r_s where factor vanishes = 2.221 (no unit)
density where factor vanishes = 3.686e+18 1/m^2
all tests passed
```
